# Capacitance of a round wire above a ground plane

**Problem.** A long, straight, round metal wire of radius $a$ runs parallel to a flat, grounded metal plane. Its axis is at height $h=2a$, so the clear gap between wire and plane is one radius. A uniform dielectric of constant $k=2.5$ fills all the space above the plane outside the wire. Find the capacitance per length. Then take $a=10$ nm and a wire voltage of $0.70$ V, and find the largest field in the dielectric.

The dielectric is taken as linear and isotropic, the metals as perfect conductors, and the problem as static. "Long" means that the wire's length is much greater than $h$, so the field is practically the same in every cross-section away from the ends. In that cross-section $x$ runs along the plane and $y$ upwards, with the wire's axis at $(0,h)$.

The algebra is in atomic units, in which $4\pi\varepsilon_0=1$. Capacitance per length is then a pure number, and multiplying it by $4\pi\varepsilon_0=0.111265$ fF/µm gives the engineering value.

## A tempting solution

Replace the wire by a line charge $\lambda$ per length on its axis, and the plane by an image line charge $-\lambda$ at $(0,-h)$. For a single line charge, Gauss's law on a cylinder of radius $r$ reads

$$
kE\,(2\pi r)=4\pi\lambda ,\qquad\text{so}\qquad E=\frac{2\lambda}{kr},
$$

and its potential is $-(2\lambda/k)\ln r$ plus a constant. The wire's surface is at distance $a$ from the positive line and at distance $2h$ from the negative one. Adding the two potentials gives

$$
V=\frac{2\lambda}{k}\ln\frac{2h}{a},\qquad
C=\frac{\lambda}{V}=\frac{k}{2\ln(2h/a)} .
$$

With $h/a=2$ the logarithm is $1.38629$, and

$$
C=\frac{2.5}{2\times1.38629}\times0.111265\ \text{fF/µm}=0.1003\ \text{fF/µm}.
$$

## Where it fails

The distance from the image to the wire's surface is not $2h$ everywhere. It is $2h-a=3a$ at the bottom of the wire and $2h+a=5a$ at the top. The proposed potential is therefore $(2\lambda/k)\ln 3$ at the bottom and $(2\lambda/k)\ln 5$ at the top. A metal surface in equilibrium has one potential, so this field belongs to some other problem.

The image in the plane is not at fault: equal and opposite lines at heights $\pm h$ do make the plane an equipotential. The fault is the assumption that the positive line sits on the axis. That would be right for an isolated wire, whose charge is spread evenly around it. Here the plane attracts the charge towards the bottom of the wire, and the equivalent line must move down.

## The right solution

**Place the lines at an unknown height.** Put $+\lambda$ at $(0,d)$ and $-\lambda$ at $(0,-d)$. Let $r_+$ and $r_-$ be the distances from these lines to a point in the dielectric. The potential is

$$
\phi=\frac{2\lambda}{k}\ln\frac{r_-}{r_+}. \tag{1}
$$

On the plane $r_-=r_+$, so $\phi=0$ there. Far away the ratio tends to one, so $\phi\to0$ there too.

**Find the height.** The wire is an equipotential if $r_-/r_+$ is constant on its surface. At the top, $y=h+a$, and at the bottom, $y=h-a$. Equality of the two ratios requires

$$
\frac{h+a+d}{h+a-d}=\frac{d+h-a}{d-h+a}.
$$

Cross-multiplying gives

$$
(a+d+h)(a+d-h)=(h+a-d)(h-a+d),
$$

where each side is a difference of squares:

$$
(a+d)^2-h^2=h^2-(a-d)^2 .
$$

Since $(a+d)^2+(a-d)^2=2a^2+2d^2$, this becomes

$$
d^2=h^2-a^2. \tag{2}
$$

**Check the rest of the surface.** Two points do not prove that the whole circle is an equipotential. Every point on it obeys $x^2+(y-h)^2=a^2$. Expanding the square and using (2),

$$
x^2+y^2=2hy-h^2+a^2=2hy-d^2 .
$$

The squared distances to the lines are therefore

$$
r_+^2=x^2+y^2-2dy+d^2=2y(h-d),
$$

$$
r_-^2=x^2+y^2+2dy+d^2=2y(h+d).
$$

The height $y$ cancels from their ratio:

$$
\frac{r_-^2}{r_+^2}=\frac{h+d}{h-d}=\frac{(h+d)^2}{h^2-d^2}=\frac{(h+d)^2}{a^2}. \tag{3}
$$

The ratio $r_-/r_+=(h+d)/a$ is the same at every point of the wire's surface.

**Confirm that this is the solution.** From (2), $d<h$. Also $d^2=(h-a)(h+a)>(h-a)^2$, so $d>h-a$. The positive line thus lies inside the wire and the negative one below the plane. Neither is in the dielectric, where $\phi$ obeys Laplace's equation.

Any other solution with the same potentials on the wire, on the plane and at infinity would differ from $\phi$ by a function that obeys Laplace's equation and vanishes on all those boundaries. Such a function has no maximum or minimum inside the region, so it is zero. The potential (1) is therefore the true one in the dielectric. By Gauss's law, the flux leaving the wire's surface corresponds to the enclosed charge, so the wire carries $\lambda$ per length.

**Obtain the capacitance.** Equations (1) and (3) give

$$
V=\frac{2\lambda}{k}\ln\frac{h+d}{a}.
$$

To simplify the logarithm, write $s=(h+d)/a$. Since $(h+d)(h-d)=a^2$, its reciprocal is $1/s=(h-d)/a$. Hence

$$
\cosh(\ln s)=\frac12\left(s+\frac1s\right)=\frac ha ,
$$

so $\ln s=\operatorname{arccosh}(h/a)$, and

$$
C=\frac{\lambda}{V}=\frac{k}{2\operatorname{arccosh}(h/a)}. \tag{4}
$$

For $h/a=2$, $s=2+\sqrt3=3.73205$ and its logarithm is $1.31696$. In atomic units

$$
C=\frac{2.5}{2\times1.31696}=0.9492,
$$

which in engineering units is

$$
C=0.94916\times0.111265\ \text{fF/µm}=0.1056\ \text{fF/µm}.
$$

The capacitance is thus close to $0.106$ fF/µm. It depends on $h/a$ but not on the absolute size of the wire. The tempting answer is $5.0\%$ below the correct one.

The result can be checked without image charges. A numerical solution for the surface charges on the wire and on a very wide grounded strip, at $h/a=2$ and $k=2.5$, also gives $0.1056$ fF/µm.

## Two limits

For a wire far above the plane, $h\gg a$, equation (2) gives $d\approx h-a^2/(2h)$. Then

$$
\ln\frac{h+d}{a}\approx\ln\frac{2h}{a}+\ln\left(1-\frac{a^2}{4h^2}\right)\approx\ln\frac{2h}{a}-\frac{a^2}{4h^2}.
$$

The line charge moves back to the axis, and the tempting formula becomes correct to leading order.

For a narrow gap $g=h-a\ll a$, put $u=\operatorname{arccosh}(1+g/a)$. Since $\cosh u\approx1+u^2/2$ for small $u$, $u\approx\sqrt{2g/a}$ and

$$
C\approx\frac k2\sqrt{\frac{a}{2g}} .
$$

This is what a row of narrow parallel-plate capacitors gives. Near the bottom of the wire the local gap is $g+x^2/(2a)$, and a plate capacitor has capacitance $k/(4\pi\times\text{gap})$ per area. Adding the strips,

$$
\int_{-\infty}^{\infty}\frac{k\,dx}{4\pi\,[g+x^2/(2a)]}
=\frac{k}{4\pi}\,\pi\sqrt{\frac{2a}{g}}
=\frac k2\sqrt{\frac{a}{2g}} .
$$

The capacitance grows without bound as the gap closes. The tempting formula instead tends to the finite value $k/(2\ln2)$, so it fails badly in this limit.

## The largest field

Let $\mathbf r_+$ and $\mathbf r_-$ be the vectors from the two lines to the field point. The field is $(2\lambda/k)(\mathbf r_+/r_+^2-\mathbf r_-/r_-^2)$. Squaring the bracket gives

$$
\frac1{r_+^2}+\frac1{r_-^2}-\frac{2\,\mathbf r_+\cdot\mathbf r_-}{r_+^2r_-^2}
=\frac{|\mathbf r_+-\mathbf r_-|^2}{r_+^2r_-^2}
=\frac{(2d)^2}{r_+^2r_-^2},
$$

because the lines are $2d$ apart. Therefore

$$
E=\frac{2\lambda}{k}\,\frac{2d}{r_+r_-}. \tag{5}
$$

On the wire, $r_+r_-=2y\sqrt{h^2-d^2}=2ya$. With $2\lambda/k=V/\operatorname{arccosh}(h/a)$,

$$
E_{\text{wire}}=\frac{Vd}{a\,y\operatorname{arccosh}(h/a)} .
$$

The field on the wire varies as $1/y$ and is largest at the bottom, where $y=h-a$. On the plane, $r_+r_-=x^2+d^2$, so the field is largest at $x=0$, where it equals $2V/[d\operatorname{arccosh}(h/a)]$. Each component of the field obeys Laplace's equation, so the field strength has no maximum inside the dielectric. The larger of these two surface values is the largest field anywhere in it.

For $a=10$ nm and $h=20$ nm, $d=17.321$ nm. Using $1$ V/nm $=10$ MV/cm,

$$
E_{\text{bottom}}=\frac{0.70\times17.321}{10\times10\times1.31696}\times10\ \text{MV/cm}=0.92\ \text{MV/cm}.
$$

The top of the wire, three times as far from the plane, has one third of this, $0.31$ MV/cm. The plane below the axis has $0.61$ MV/cm. The largest field is therefore the one at the bottom of the wire.

The surface charge density is proportional to the field, so it too is three times larger at the bottom than at the top. This is the uneven charge that the tempting solution missed.

## Beside a real interconnect

The chosen numbers lie roughly in the regime of fine copper lines in porous organosilicate glass, though a 10 nm vertical gap is small for such a structure. Real lines are nearly rectangular and have neighbours, and both differences change the capacitance noticeably. With all else fixed, two grounded round neighbours, one on each side at 40 nm pitch, raise the wire's total capacitance by about $15\%$, to $0.121$ fF/µm. Replacing the single round wire by a square one of the same width and centre raises it by about $17\%$, to $0.123$ fF/µm. The two changes together were not calculated, and their percentages need not add.

The dielectric matters as well. Since $C$ is proportional to $k$, process damage that raised $k$ to $3.0$ everywhere would add $20\%$. A 5 nm cap layer with $k=5$, lying just above the level of the wire's top, adds less than $5\%$. That figure is an upper bound: the true potential minimizes the field energy at fixed voltages, so keeping the old potential in the new dielectric can only overestimate $C$.

Two corrections are smaller. In a Thomas–Fermi estimate with a rough copper electron density, the field enters the metal over about $0.055$ nm and lowers $C$ by about $2\%$. This estimate ignores the spill-out of electrons at the surface, which acts in the opposite direction and can reverse the sign, so it indicates only a size and not a reliable correction. For a wire 10 µm long, end effects have the scale $h/\text{length}=0.2\%$.

The largest field at the round wire is about one fifth of a rough breakdown field of $5$ MV/cm. This margin does not carry over to a rectangular line, whose field is concentrated at its edges and depends on how sharp they are. It also says nothing about lifetime under long stress. For a rough 3 eV barrier and the free-electron mass, the probability of direct tunnelling across the gap is about $10^{-73}$. The effective mass in an oxide is usually lower, and half the free mass would give about $10^{-51}$. The thermal factor at 378 K is about $10^{-40}$. All these figures leave out the lowering of the barrier by image forces, which would raise each by about two to three powers of ten if the image charge is screened with $k=2.5$, and by up to about three and a half with a smaller optical constant near $1.9$. Both routes remain negligible, but leakage through defects is not covered by this estimate. The remaining figures are in the numerical output below.

## Values computed for the example and the checks

```
wire radius a: 10.0 nm
axis height h: 20.0 nm
clear gap: 10.0 nm
dielectric constant k: 2.50
voltage: 0.70 V
line-charge height d: 17.321 nm
ratio r-/r+ on wire: 3.73205
arccosh(h/a): 1.31696
C, atomic units: 0.94916
4 pi eps0: 0.111265 fF/um
C, formula: 0.10561 fF/um
C, boundary elements: 0.10561 fF/um
C, field energy: 0.10561 fF/um
ln(2h/a): 1.38629
C, line charge left on axis: 0.10033 fF/um
error of that value: -5.00 %
charge per length: 0.07393 fC/um
elementary charges: 461 per um
field, wire bottom: 0.921 MV/cm
field, wire top: 0.307 MV/cm
field, plane below axis: 0.614 MV/cm
neighbour pitch: 40.0 nm
C total with neighbours: 0.1210 fF/um
change by neighbours: 14.5 %
C of square wire: 0.1233 fF/um
change by square shape: 16.7 %
cap layer: 5.0 nm thick, k = 5.0
cap layer, upper bound on rise: 4.73 %
damaged dielectric constant: 3.0
C with damaged dielectric: 0.1267 fF/um
rise by damage: 20.0 %
rough electron density: 8.5e+22 cm^-3
Thomas-Fermi length: 0.0553 nm
fall by field penetration: 1.82 %
wire length for end estimate: 10.0 um
end-effect scale h/length: 0.20 %
rough breakdown field: 5.0 MV/cm
breakdown/max field: 5.43
rough barrier: 3.0 eV
log10 tunnelling probability: -72.7
temperature of use: 378 K
log10 thermal factor: -40.0
```
